Resist swing amplitude under air and under water

**The situation**

A flat resist film of thickness D lies on a flat bottom stack, which may be a bare substrate or a substrate with coatings. Above the resist is a thick transparent medium of index n₁. A plane wave of vacuum wavelength λ falls on the film at normal incidence. Fields vary as exp(−iωt), so an absorbing medium has a positive imaginary part in its index. The resist index is

N = n₂ + iκ,

and it does not change during exposure. All media are non-magnetic.

The dose at a point is proportional to |E|² there, for a fixed incident dose. We follow it at a fixed height h above the resist bottom while D varies. The slow loss from bulk absorption is divided out, and the remaining oscillation is described by

S = (maximum − minimum)/(maximum + minimum).

This is half the peak-to-valley variation divided by the mid value.

**(a) Find the reflection coefficient r₁₂ of the top interface. Then show that the reflection coefficient r₂₃ at the resist bottom does not depend on the top medium.**

*Answer.* At normal incidence E lies in the plane of the interface, so E is continuous. The tangential magnetic field is proportional to dE/dz and is continuous too. For unit incident amplitude, reflected amplitude r₁₂ and transmitted amplitude t₁₂,

1 + r₁₂ = t₁₂,
n₁(1 − r₁₂) = N t₁₂.

The minus sign arises because the reflected wave travels upwards. Inserting the first equation in the second gives n₁ − N = r₁₂(n₁ + N), so

r₁₂ = (n₁ − N)/(n₁ + N),  t₁₂ = 2n₁/(n₁ + N).

For a wave that meets this interface from inside the resist, n₁ and N change places. Its reflection coefficient is therefore −r₁₂.

At the resist bottom, r₂₃ is the ratio of the upgoing to the downgoing amplitude. No light enters from below. The linear field equations in the stack then fix the ratio of dE/dz to E at its upper surface. Write this ratio as 2πiY/λ, where Y depends on the stack alone. With unit downgoing amplitude, continuity gives

N(1 − r₂₃) = Y(1 + r₂₃),

r₂₃ = (N − Y)/(N + Y).

The top medium does not appear. It changes how much light reaches the bottom, but not the fraction reflected there. For a bare substrate, Y is the substrate index.

**(b) Sum up the multiple reflections and find how the dose at height h depends on D.**

*Answer.* Let k = 2πN/λ, and let A be the total downgoing amplitude just below the top interface. This wave goes down, is reflected and returns to the top with amplitude A r₂₃ exp(2ikD). A fraction −r₁₂ of it is sent down again. Adding the light that enters from above,

A = t₁₂ − r₁₂r₂₃ exp(2ikD) A,

A = t₁₂/[1 + r₁₂r₂₃ exp(2ikD)].

At height h the downgoing wave has travelled a distance D − h. The upgoing wave has travelled D down and h up. Hence

E = A exp(ikD) [exp(−ikh) + r₂₃ exp(ikh)].

The bracket is the standing wave. It is tied to the resist bottom and does not contain D. Since the imaginary part of k is 2πκ/λ,

|exp(ikD)|² = exp(−αD),  α = 4πκ/λ.

With this bulk factor divided out, the dose varies as

G(D) = C(h)/|1 + r₁₂r₂₃ exp(2ikD)|²,

C(h) = |t₁₂|² |exp(−ikh) + r₂₃ exp(ikh)|².

At fixed h, C does not depend on D and cancels from S. The swing at fixed height is thus a change in the strength of the whole standing-wave pattern as D varies, while the standing wave itself is a variation with height. The two should not be confused.

**(c) Find S, its first-order form and the period in D.**

*Answer.* Write the round-trip factor as

r₁₂r₂₃ exp(2ikD) = ρ exp(iφ),  ρ = |r₁₂r₂₃| exp(−αD).

The phase φ equals 4πn₂D/λ plus a constant. It advances by 2π when D grows by

λ/(2n₂) = 193 nm/(2 × 1.70) = 56.8 nm

for the values used below. The denominator of G is

|1 + ρ exp(iφ)|² = 1 + 2ρ cos φ + ρ².

If the small change of ρ between neighbouring extrema is neglected, the maximum of G is C/(1 − ρ)², at cos φ = −1. The minimum is C/(1 + ρ)², at cos φ = +1. Multiplying numerator and denominator of S by (1 − ρ)²(1 + ρ)² gives

S = [(1 + ρ)² − (1 − ρ)²]/[(1 + ρ)² + (1 − ρ)²]
 = 4ρ/(2 + 2ρ²)
 = 2ρ/(1 + ρ²).

For ρ² ≪ 1 this becomes the first-order swing amplitude

S₁ = 2|r₁₂||r₂₃| exp(−αD).

It contains the amplitude coefficient of each interface, not the reflectivity, because the swing comes from interference between a wave and its twice-reflected copy.

**(d) Take a weakly absorbing resist with n₂ = 1.70. Show that replacing air by water of index 1.44 divides S₁ by about 3.1, with the thickness and the bottom stack held fixed.**

*Answer.* By part (a), r₂₃ is the same in both cases, and so is exp(−αD). Both cancel from the ratio. Neglecting κ in r₁₂,

air: |r₁₂| = (1.70 − 1.00)/(1.70 + 1.00) = 0.70/2.70 = 0.2593,
water: |r₁₂| = (1.70 − 1.44)/(1.70 + 1.44) = 0.26/3.14 = 0.0828,

S₁(air)/S₁(water) = 0.2593/0.0828 = 3.13.

The top reflectivity |r₁₂|² falls by the square of this factor, from 6.7 % to 0.69 %. If n₁ equalled n₂ in a transparent resist, r₁₂ and the fixed-height swing would vanish.

The result is sensitive to the resist index because water leaves a small index difference. The ratio is 3.30 for n₂ = 1.68 and 2.99 for n₂ = 1.72. The second digit therefore has meaning only if the resist index is known to about 0.01.

**(e) Evaluate the swing at λ = 193 nm for D = 100 nm and κ = 0.02. Treat bare silicon of index 0.9 + 2.8i, and then silicon under an 80 nm antireflection coating of index 1.75 + 0.35i.**

*Answer.* The absorption coefficient is

α = 4π × 0.02/(193 nm) = 1.30 μm⁻¹,

so exp(−αD) = exp(−0.130) = 0.878.

For bare silicon,

r₂₃ = (0.80 − 2.78i)/(2.60 + 2.82i),  |r₂₃| = 0.754.

The bottom reflectivity is 57 %, and

S₁(air) = 2 × 0.2593 × 0.754 × 0.878 = 34.3 %,
S₁(water) = 2 × 0.0828 × 0.754 × 0.878 = 11.0 %.

Under air ρ is about 0.17, so the factor 1/(1 + ρ²) lowers S to 33.4 %. Under water S stays at 11.0 % to this accuracy. Second-order interference thus reduces the ratio to 3.04. A small part of the change comes from κ in r₁₂, which by itself takes the first-order ratio from 3.13 to 3.12.

Between a neighbouring maximum and minimum, D changes by 28.4 nm and ρ by about 1.30 μm⁻¹ × 0.0284 μm = 3.7 %. The quoted S is therefore a local amplitude at D = 100 nm.

For the coating, let N_c be its index and d its thickness. Let r_a = (N − N_c)/(N + N_c) belong to its upper face and r_b = (N_c − N_s)/(N_c + N_s) to its lower face, where N_s is the silicon index. At the upper face, the upgoing wave in the coating is s times the downgoing one, where

s = r_b exp(4πiN_c d/λ).

Continuity of E and dE/dz, divided one by the other, gives

(1 − r₂₃)/(1 + r₂₃) = (N_c/N)(1 − s)/(1 + s).

Because N_c/N = (1 − r_a)/(1 + r_a), solving for r₂₃ yields

r₂₃ = [(1 + r_a)(1 + s) − (1 − r_a)(1 − s)]/[(1 + r_a)(1 + s) + (1 − r_a)(1 − s)]
 = (r_a + s)/(1 + r_a s).

Substitution gives |r₂₃| = 0.0575, a bottom reflectivity of 0.33 %. The swing is now 2.6 % under air and 0.84 % under water, with a ratio of 3.12. The second-order correction is negligible here. For these parameters the coating reduces the swing more than the water does, and the two reductions multiply at first order.

**(f) Does the factor 3.1 also hold for the dose averaged over the resist depth, and for oblique light?**

*Answer.* In general it does not. Consider the depth average first, for a transparent resist. With r₂₃ = |r₂₃| exp(iβ), the average of the standing-wave factor is

(1/D) ∫₀ᴰ [1 + |r₂₃|² + 2|r₂₃| cos(2kh + β)] dh
 = 1 + |r₂₃|² + |r₂₃| [sin(2kD + β) − sin β]/(kD).

The last term oscillates with D even when r₁₂ = 0. It arises because the film holds a non-integer number of standing-wave periods, and a better-matched top medium cannot remove it.

Its size was found for bare silicon and κ = 0. The field equations were solved numerically for D from 50 to 150 nm in steps of 0.1 nm, and |E|² was averaged over depth by Gaussian quadrature. The neighbouring extrema with midpoint nearest 100 nm give S = 39.9 % under air, 16.3 % under water and 8.8 % under a matched medium. The air-to-water ratio of these pairs is 2.45. The pairs lie at different thicknesses (midpoints near 92, 95 and 103 nm), and the last term of the average decays with D. The next pairs, near 120 nm, give a ratio of about 2.8, so the ratio should be read as roughly 2.5 near 100 nm. The factor 3.1 thus belongs to the dose at fixed height. The dose needed to clear a real film depends on development through the whole depth, after diffusion has smoothed the standing wave, so it need not follow this factor.

For oblique light, let a = n₁ sin θ₁. This is the numerical aperture of a lens whose outermost ray has angle θ₁. Snell's law keeps a the same in every layer, and the normal component of the wave vector is proportional to

q_j = √(n_j² − a²).

For s polarisation, E is parallel to the interface, and the argument of part (a) holds with q in place of the index. For p polarisation, H is parallel to it, and H and (1/n²)dH/dz are continuous. For a transparent resist,

r_s = (q₁ − q₂)/(q₁ + q₂),
r_p = (q₁/n₁² − q₂/n₂²)/(q₁/n₁² + q₂/n₂²).

At a = 0.90, replacing air by water divides |r_s| by 4.3, from 0.536 to 0.124, and |r_p| by 1.6, from 0.068 to 0.041. The p factor is not typical. Under air r_p vanishes and changes sign at the Brewster aperture a = 1.70/√(1 + 1.70²) = 0.862, so the two values have opposite signs, and at a = 0.85 water raises |r_p| from 0.017 to 0.048. The bottom coefficient for a given polarisation is again common to both cases, because a is the same.

Water permits a > 1, which air does not. At a = 1.35,

q₁ = √(1.44² − 1.35²) = 0.501,  q₂ = √(1.70² − 1.35²) = 1.033,

|r_s| = 0.532/1.534 = 0.347.

This exceeds the normal-incidence value under air, 0.259. The p value is 0.193. For s-polarised light at such angles the advantage over air at normal incidence found in part (d) is therefore lost. The s value is still below 0.536, the value under air at a = 0.90, and the p value stays below 0.259.

**(g) How does the model stand beside a real process?**

*Answer.* The example lies in the regime of 193 nm water-immersion lithography. Its optical constants are round values chosen for illustration, not data for a particular product. Bare silicon is a deliberately reflective comparison, and the coated case shows what happens when the bottom reflection is suppressed. Normal incidence is a serious restriction: at an aperture of 1.35 the s-polarised top reflection is 0.347 instead of 0.083, about four times larger. The bottom reflection changes with angle as well, so the swings of part (e) should not be carried over to such an aperture. An image is also formed by several interfering waves. These generally have different reflection coefficients, so a single coefficient need not give the full swing. A topcoat would replace −r₁₂ in the round trip by the reflection coefficient of the film seen from inside the resist. With absorption this differs even in magnitude from the coefficient seen from above. Topcoats, index changes during exposure, roughness and the chemical response of the resist are not included.

All numerical values are calculated from the stated model.
